# Image-charge energy of an electron trapped midway between metal plates

## Problem

An electron of charge $-e$ sits in a trap midway between two wide, parallel metal plates a distance $L$ apart. The gap is filled with a uniform, isotropic, linear dielectric of static permittivity $\varepsilon$. The plates are ideal conductors held at one common potential, taken as zero. Gaussian units are used.

(a) Find the image charges, and the potential that they produce at the trap.

(b) Find the energy $W$ by which the plates change the electrostatic energy of the trapped electron. The zero of $W$ is the same charge at rest in an unbounded medium of the same $\varepsilon$.

(c) The image series converges only conditionally. Show which order of summation is right, and confirm the numerical factor in $W$ from the force on the plates.

(d) Evaluate $W$ for $L=4$ nm and $\varepsilon=20$, and judge what the number means for an oxide between metal electrodes.

## Hints

1. Put the trap at $x=0$ and the plates at $x=\pm L/2$. Reflection in the right plate takes $x$ to $L-x$ and reverses the sign of the charge. What does the left plate do?
2. Leave out the electron's own Coulomb potential: it is the same in the unbounded medium.
3. The images grow with the charge that produces them. Build up the charge in small steps.
4. To settle the order of summation, cut the series at a finite number of images and look at the potential left on the plates.
5. A field $E$ at a metal surface pulls on it with a force $\varepsilon E^2/8\pi$ per unit area.

## Solution

### (a) Images and potential

Let the trapped charge be $q$; at the end $q=-e$. Split the potential into two parts,

$$\phi(\mathbf r)=\frac{q}{\varepsilon |\mathbf r|}+\phi_{\rm ind}(\mathbf r).$$

The first part is that of the unbounded medium. The second comes from the charge induced on the plates and is finite at the trap.

Reflection in the right plate takes $x$ to $L-x$, and reflection in the left plate takes $x$ to $-L-x$. Starting from $x=0$, they give charges $-q$ at $\pm L$. Reflecting these in the opposite plates gives $+q$ at $\mp 2L$, and so on. The full set, with the real charge as $n=0$, is

$$q_n=(-1)^n q \quad\text{at}\quad x_n=nL,\qquad n=0,\pm1,\pm2,\dots$$

To verify it, note that the right plate pairs $n$ with $1-n$. The two members are equally far from every point of that plate, and $(-1)^{1-n}=-(-1)^n$, so their potentials cancel there. The left plate pairs $n$ with $-1-n$ in the same way. All images lie outside the gap, as they must.

The potential of the images at the trap is

$$\phi_{\rm ind}(0)=\sum_{n\neq0}\frac{(-1)^n q}{\varepsilon |n|L}
=\frac{2q}{\varepsilon L}\sum_{n=1}^{\infty}\frac{(-1)^n}{n},$$

where the factor 2 counts the two sides. To find the sum, start from the finite geometric series

$$\frac1{1+t}=\sum_{m=0}^{N-1}(-t)^m+\frac{(-t)^N}{1+t}$$

and integrate from $t=0$ to 1. With $n=m+1$,

$$\ln2=\sum_{n=1}^{N}\frac{(-1)^{n-1}}{n}+R_N,\qquad
|R_N|=\int_0^1\frac{t^N}{1+t}\,dt\le\frac1{N+1}.$$

The remainder vanishes as $N\to\infty$. The sum in $\phi_{\rm ind}$ has the opposite sign, so

$$\phi_{\rm ind}(0)=-\frac{2q\ln2}{\varepsilon L}.$$

For an electron this potential is positive: the nearest images are positive charges.

### (b) Energy

Bring the charge up in steps. When it has reached $sq$, with $0\le s\le1$, the induced potential is $s\,\phi_{\rm ind}(0)$, because the problem is linear. Adding $q\,ds$ costs the extra work $q\,ds\,s\,\phi_{\rm ind}(0)$. The charge that flows onto the plates does so at zero potential and costs nothing. Hence

$$W=q\,\phi_{\rm ind}(0)\int_0^1 s\,ds=\tfrac12 q\,\phi_{\rm ind}(0),$$

and with $q^2=e^2$,

$$\boxed{W=-\frac{e^2}{\varepsilon L}\ln2}$$

This is a free energy at fixed temperature, since the work includes that of polarizing the dielectric. It contains neither the polarization energy of the unbounded medium nor the short-range binding of the trap.

Because $W$ goes as $q^2$, its effect on the trap level depends on the charge states. If the trap is neutral when empty, the level falls by $|W|$. If it carries $+e$ when empty and is neutral when filled, the lowering belongs to the empty state, and the level rises by $|W|$.

### (c) Order of summation and the factor one half

Keep the charges with $|n|\le N$. On the right plate all of them cancel in pairs except $n=-N$. At a distance $\rho$ from the axis, the potential left over has the magnitude

$$\frac{|q|}{\varepsilon\sqrt{\rho^2+(N+\frac12)^2L^2}}\le\frac{|q|}{\varepsilon(N+\frac12)L}.$$

The left plate has the same bound. The difference between the true potential and that of the cut set obeys Laplace's equation throughout the gap, vanishes far out to the side, and has this bound on the plates. A solution of Laplace's equation takes its largest and smallest values on the boundary, so the bound holds at the trap too. As $N\to\infty$ the error goes to zero. Cutting at equal distances on both sides is therefore a right order.

Now take two shells of charge $-q$ for each shell of charge $+q$: odd $n$ up to $4M$, but even $n$ up to $2M$. The surplus consists of odd shells between $2M$ and $4M$. Since odd numbers are spaced by 2,

$$\sum_{\substack{n\ {\rm odd}\\2M<n<4M}}\frac1n\;\to\;\frac12\int_{2M}^{4M}\frac{dn}{n}=\frac12\ln2 .$$

With both sides counted, these distant charges add the constant potential $-(q/\varepsilon L)\ln2$ at any fixed point, plates included. The plates are then no longer at zero, so this sum solves a different problem. It would give an energy $\frac32W$.

The factor one half can be checked through the force on the plates. At the right plate, the charge at $x=-jL$, $j\ge0$, is at the distance $d_j=(j+\frac12)L$. Its mirror partner doubles the normal field and cancels the tangential one, so

$$E(\rho)=\frac{2q}{\varepsilon}\sum_{j=0}^{\infty}\frac{(-1)^j d_j}{(\rho^2+d_j^2)^{3/2}} .$$

The inward force on this plate is

$$F=\int_0^\infty\frac{\varepsilon E^2}{8\pi}\,2\pi\rho\,d\rho
=\frac{q^2}{\varepsilon}\sum_{j,k}(-1)^{j+k}d_jd_k\,I(d_j,d_k),$$

$$I(a,b)=\int_0^\infty\frac{\rho\,d\rho}{[(\rho^2+a^2)(\rho^2+b^2)]^{3/2}} .$$

Put $t=\rho^2$, so that $\rho\,d\rho=dt/2$. Differentiation confirms the antiderivative used here:

$$I=\frac12\left[\frac{-2(2t+a^2+b^2)}{(a^2-b^2)^2\sqrt{(t+a^2)(t+b^2)}}\right]_0^\infty
=\frac{1}{(a^2-b^2)^2}\left[\frac{a^2+b^2}{ab}-2\right].$$

The last bracket is $(a-b)^2/ab$, so $I=1/[ab(a+b)^2]$; the case $a=b$ follows by continuity. Since $d_j+d_k=(j+k+1)L$, and $n$ pairs $(j,k)$ share the value $n=j+k+1$,

$$F=\frac{q^2}{\varepsilon L^2}\sum_{n=1}^\infty(-1)^{n-1}\frac{n}{n^2}=\frac{q^2\ln2}{\varepsilon L^2}.$$

The double sum is grouped by giving the $j$th charge a weight $s^j$, $s<1$, and letting $s\to1$ at the end. Numerical integration of the pressure, without this regrouping, gives $0.693147$ for $F$ in units of $e^2/\varepsilon L^2$, which agrees with $\ln2$.

Increase $L$ by moving each plate outward by $dL/2$, with the gap kept full of the same dielectric. The charge stays at the centre, where it feels no net force. The work done is $2F\,dL/2=F\,dL$, so $dW/dL=F$. With $W=0$ at infinite separation,

$$W(L)=-\int_L^\infty F(L')\,dL'=-\frac{q^2\ln2}{\varepsilon L}.$$

This repeats the result of (b) without the charging argument.

### (d) The number and its meaning

In Gaussian form $e^2=1.43996$ eV nm. Therefore

$$\frac{e^2}{\varepsilon L}=\frac{1.43996\ \text{eV nm}}{20\times4\ \text{nm}}=18.00\ \text{meV},$$

$$W=-18.00\times0.6931\ \text{meV}=-12.48\ \text{meV}=-2.00\times10^{-21}\ \text{J}.$$

The lowering is about 12 meV. A finite-difference solution of Laplace's equation in the gap, which uses no images, gives $-12.477$ meV. The induced potential is 25.0 mV, twice the value that $|W|/e$ would suggest, because of the factor one half.

The series itself is slow. The first pair of images gives $-18.0$ meV, two pairs $-9.0$, three $-15.0$ and four $-10.5$ meV. Ten pairs give $-11.6$ and eleven $-13.3$ meV. Successive sums lie on opposite sides of the limit. Stopping at the nearest images overstates the lowering by 44% of its limiting value.

At 300 K, $k_BT=25.85$ meV. For a trap that is neutral when empty, the odds of its being filled rise by the factor $\exp(-W/k_BT)=1.62$ relative to the same trap in the unbounded medium. This comparison holds the chemical potential, temperature and all other trap energies fixed.

**Beside a real capacitor.** A thickness of 4 nm and a permittivity of 20 are rough but reasonable values for hafnium oxide between metal electrodes. In a transistor gate stack one side is a semiconductor, often behind a thin layer of lower permittivity, and the formula does not apply as it stands. Even with two metal electrodes, the ideal-conductor assumption can fail noticeably: for a rough metal screening length of 0.05 nm, the second variation below changes $W$ from $-12.5$ to about $-8$ meV. The change is sensitive to this input: the same model gives $-11.3$ meV for 0.01 nm and $-5.3$ meV for 0.1 nm. Unless the effective screening length of the actual interface is known, the ideal result gives only the order of magnitude.

Four further effects can be sized for the same gap, with ideal plates.

*Slow ions.* The static permittivity assumes that the ions have settled around the charge. If the charge appears too fast for them, the electronic permittivity applies. With a rough value of 4, the lowering is $12.48\times20/4$, or about 60 meV, measured from an unbounded medium whose ions are also frozen. The 12 meV shift should therefore not be inserted unchanged into the energy of a fast transition.

*Other trapped electrons.* Let $N_t$ electrons per unit area lie at random in the midplane. Their mean field on either side has magnitude $2\pi eN_t/\varepsilon$, so over the distance $L/2$ the mean potential falls to $-\pi eN_tL/\varepsilon$. One more electron there gains the mean energy $+\pi e^2N_tL/\varepsilon$. For $N_t=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$ this is $+9.05$ meV, comparable with $|W|$. It is an average, not the shift of a typical trap. The plates screen the repulsion between electrons farther apart than about $L$, while the mean spacing $1/\sqrt{N_t}$ is 10 nm. A few close pairs therefore supply most of the mean, and most traps shift by much less. Random placement also ignores the repulsion that makes such pairs rarer in thermal equilibrium; weighting each pair by its Boltzmann factor at 300 K lowers the mean to roughly 3 meV.

*Bias.* A voltage $V$ between the plates adds the energy of the electron in the applied field. In a linear dielectric it leaves $W$ unchanged. At 1 V the midpoint level shifts by $eV/2=500$ meV relative to one plate, forty times $|W|$. The field, 2.5 MV/cm, is below a rough breakdown field of 4 MV/cm.

*Escape by tunnelling.* Take a rough trap depth $D=1.5$ eV and an effective mass of 0.2 electron masses. The decay constant is $\kappa=\sqrt{2m^*D}/\hbar=2.81$ nm$^{-1}$, and the transparency over the 2 nm to one plate is $\exp(-2\kappa L/2)=1.3\times10^{-5}$. Depth times transparency, summed over both plates, gives a rough level width of 0.04 meV and a lifetime of order $10^{-11}$ s at zero bias, provided that the metals have empty states at the trap level. The omitted electronic prefactor can change both numbers by a factor of several. The estimate also ignores the relaxation of the lattice around the trapped charge, which can lengthen the lifetime by orders of magnitude when the level lies near the Fermi energy of the metal. The width is small beside $|W|$, so treating the electron as localized is consistent. For these inputs the lifetime is also long beside the fraction of a picosecond that polar lattice vibrations roughly take, which supports the static permittivity for the settled charge. Both estimates depend exponentially on $\sqrt{m^*D}$ and on distance. With a mass ratio of 0.1 and a depth of 1 eV the same estimate gives a lifetime of only about 0.2 ps, and this support for the static permittivity is lost.

## Variation 1: a trap off centre

*The trap is at a distance $uL$ from the left plate, $0<u<1$. Find $W(u)$.*

Measure $x$ from the left plate. The images are $+q$ at $(2n+u)L$ with $n\ne0$, and $-q$ at $(2n-u)L$ with all integers $n$. The images $+q$ lie at distances $2|n|L$ from the trap, the images $-q$ at $2|n-u|L$. Cutting both sets at the same $|n|$ makes the potential on both plates tend to zero. With $W=\frac12q\phi_{\rm ind}$ this gives

$$W(u)=\frac{e^2}{4\varepsilon L}\left[-\frac1u+\sum_{n=1}^\infty\left(\frac2n-\frac1{n-u}-\frac1{n+u}\right)\right].$$

The digamma function has the series $\psi(x)=-\gamma+\sum_{n\ge1}[1/n-1/(n-1+x)]$, where $\gamma$ is Euler's constant. Adding the series for $x=u$ and $x=1-u$ reproduces the bracket apart from $-2\gamma$, so

$$W(u)=\frac{e^2}{4\varepsilon L}\left[\psi(u)+\psi(1-u)+2\gamma\right].$$

At $u=\frac12$, $\psi(\frac12)=-\gamma-2\ln2$ returns the midpoint result. As $u\to0$ the term $-1/u$ dominates and gives $-e^2/(4\varepsilon uL)$, the energy near a single plate. The second derivative of the bracket is a sum of negative terms, $-2/u^3$ and $-2/(n\mp u)^3$. The curve is therefore concave and symmetric about the centre, and the midpoint is where the lowering is smallest. At 1.5 nm from a plate, $u=0.375$, the formula gives $-13.7$ meV. A shift of 0.5 nm from the centre thus deepens the energy by 1.3 meV.

## Variation 2: a metal that screens over a finite length

*Replace each ideal plate by a thick metal with Thomas–Fermi screening length $\lambda$ and background permittivity 1. Find $W$ at the midpoint.*

Resolve the Coulomb potential into waves along the plates:

$$\frac{1}{\sqrt{\rho^2+x^2}}=\int_0^\infty J_0(k\rho)\,e^{-k|x|}\,dk .$$

At one surface, let $y$ increase into the metal from $y=0$. In the oxide the potential is $e^{-ky}+r\,e^{ky}$. In the metal, $\nabla^2\phi=\phi/\lambda^2$ gives $t\,e^{-sy}$ with $s=\sqrt{k^2+1/\lambda^2}$. Continuity of the potential and of the normal displacement requires

$$1+r=t,\qquad \varepsilon k(1-r)=st .$$

Eliminating $t$ gives

$$r=\frac{\varepsilon k-s}{\varepsilon k+s}.$$

A wave that returns to the trap after $m$ reflections has travelled $mL$ and has the amplitude $(re^{-kL})^m$. It can start towards either plate. Summing over $m\ge1$, doubling, and applying the factor one half,

$$W=\frac{e^2}{\varepsilon}\int_0^\infty\frac{r\,e^{-kL}}{1-r\,e^{-kL}}\,dk .$$

For $\lambda\to0$, $r\to-1$ and the integral becomes $-\int_0^\infty dk/(e^{kL}+1)=-\ln2/L$, as before.

With $\lambda=0.05$ nm the integral gives $W=-8.06$ meV, or 0.65 of the ideal value. The size of the change follows from the long waves. For $k\lambda\ll1$, $s\approx1/\lambda$, and to first order in $\varepsilon\lambda k$

$$r\approx-\frac{1-\varepsilon\lambda k}{1+\varepsilon\lambda k}\approx-e^{-2\varepsilon\lambda k}.$$

Each plate then acts as an ideal one set back by $\varepsilon\lambda=1$ nm, and $L$ is replaced by $L+2\varepsilon\lambda=6$ nm. This estimate gives $-12.48\times4/6=-8.3$ meV, close to the integral. The parameter that decides the matter is $\varepsilon\lambda/L=0.25$, not $\lambda/L=0.0125$: at fixed $\lambda$ and $L$, a higher permittivity makes the metal less ideal. The value of $-8$ meV is itself a size estimate, because the screening length is rough and the model has an abrupt metal surface.

The printed values are collected in the numerical output below.

## Table of computed values

```
plate separation L: 4.0 nm; permittivity: 20
e^2 in Gaussian form: 1.43996 eV nm
energy scale e^2/(eps L): 18.000 meV
energy with 1 image pairs: -18.000 meV
energy with 2 image pairs: -9.000 meV
energy with 3 image pairs: -15.000 meV
energy with 4 image pairs: -10.500 meV
energy with 10 image pairs: -11.621 meV
energy with 11 image pairs: -13.257 meV
ln 2: 0.693147
induced potential at trap, magnitude: 24.953 mV
image energy W at midpoint: -12.476 meV = -1.999e-21 J
Laplace grid, midpoint: -12.477 meV
plate force / (e^2/(eps L^2)): 0.693147
wrong order of images, energy: -18.714 meV
wrong order, plate potential/(q/(eps L)): -0.69314
W at 1.50 nm from a plate: -13.735 meV
Laplace grid, same place: -13.736 meV
temperature: 300 K; kT: 25.85 meV
occupation odds factor exp(-W/kT): 1.620
metal screening length (rough input): 0.050 nm
eps*lambda/L: 0.250; lambda/L: 0.0125
W with metal screening: -8.06 meV
ratio to ideal-metal W: 0.646
electronic permittivity (rough input): 4.0
W with ions frozen: -62.4 meV
trapped sheet density (rough input): 1.0e+12 cm^-2
mean shift from that sheet: +9.05 meV
bias: 1.0 V; field: 2.50 MV/cm
breakdown field (rough input): 4.0 MV/cm
midpoint level shift by bias: 500 meV
trap depth (rough input): 1.5 eV; mass ratio (rough input): 0.2
decay constant: 2.806 nm^-1; transparency to one plate: 1.33e-05
tunnelling width, order of magnitude: 0.040 meV
lifetime, order of magnitude: 1.6e-11 s
```
